\section*{Piecewise linearity of the ensemble ground-state energy in electron number}

\section{Definitions and conventions}

Hartree atomic units are used, except for the lattice model, whose energies are in units of its hopping. The Hamiltonian $H$ describes electrons in a fixed external potential. It acts on Fock space, the direct sum of the sectors with $K=0,1,2,\dots$ electrons, and it commutes with the number operator $\hat N$. The projector onto sector $K$ is $P_K$. The lowest energy in that sector is $E_K$, with $E_0=0$. If the sector has no bound ground state, $E_K$ is the infimum of the energy, assumed finite.

A state of the open system is a density operator $\Gamma\ge 0$ with $\mathrm{Tr}\,\Gamma=1$. For real $N\ge 0$ the ensemble ground-state energy is
\begin{equation}
E(N)=\inf\{\mathrm{Tr}\,\Gamma H:\ \mathrm{Tr}\,\Gamma=1,\ \mathrm{Tr}\,\Gamma\hat N=N\}.
\label{def}
\end{equation}
A non-integer $N$ is thus an average: each measurement of $\hat N$ gives an integer.

The step from one integer to the next, the ionization energy and the electron affinity are
\begin{equation}
\Delta_K=E_{K+1}-E_K,\qquad I_M=E_{M-1}-E_M=-\Delta_{M-1},\qquad A_M=E_M-E_{M+1}=-\Delta_M .
\label{IA}
\end{equation}
The convexity assumption is
\begin{equation}
E_{K+1}+E_{K-1}\ge 2E_K\quad (K\ge1),
\qquad\text{equivalently}\qquad \Delta_K\ge\Delta_{K-1},
\qquad\text{or}\qquad I_K\ge A_K .
\label{convex}
\end{equation}
It says that removing an electron costs at least as much as adding one returns. For real atoms and molecules this is supported by experience but has no general proof, and a counterexample is known for a Coulomb potential of nuclei with small fractional charges. It therefore enters as an assumption.

The claim is that, under (\ref{convex}), for every integer $M\ge0$ and $0\le w\le1$,
\begin{equation}
E(M+w)=(1-w)E_M+wE_{M+1}.
\label{claim}
\end{equation}

\section{A single level}

Take one orbital of energy $\varepsilon$ that holds up to two electrons, with interaction $U$ between them. Then $E_0=0$, $E_1=\varepsilon$ and $E_2=2\varepsilon+U$. Let $p_K$ be the probability of finding $K$ electrons. The constraints are $p_0+p_1+p_2=1$ and $p_1+2p_2=N$, so
\begin{equation}
p_1=N-2p_2,\qquad p_0=1-p_1-p_2=1-N+p_2 .
\end{equation}
One free number remains, and the energy is
\begin{equation}
\varepsilon p_1+(2\varepsilon+U)p_2
=\varepsilon(N-2p_2)+2\varepsilon p_2+Up_2
=\varepsilon N+Up_2 .
\label{onelevel}
\end{equation}
Since no probability is negative, $p_2\ge0$, $p_2\ge N-1$ and $p_2\le N/2$.

For $U>0$ the minimum has the smallest allowed $p_2$. This is $0$ for $N\le1$ and $N-1$ for $1\le N\le2$:
\begin{equation}
E(N)=\begin{cases}\varepsilon N, & 0\le N\le1,\\ \varepsilon N+U(N-1), & 1\le N\le2.\end{cases}
\end{equation}
The slopes are $\varepsilon=-I_1$ and $\varepsilon+U=-A_1$. The kink at $N=1$ has size $I_1-A_1=U$. Repulsion makes it unfavourable to have two electrons part of the time and none at other times, so the number fluctuates as little as its average allows.

Two limits check this. For $U=0$ the kink disappears and $E=\varepsilon N$ throughout. For $U<0$ convexity fails, because $E_0+E_2-2E_1=U$. The minimum then has the largest $p_2=N/2$, giving $E(N)=(\varepsilon+U/2)N$. At $N=1$ this lies below $E_1=\varepsilon$: the system prefers to be empty half of the time and doubly occupied the other half. The assumption therefore does real work.

\section{General case: reduction to probabilities}

Insert $\sum_KP_K=1$ on both sides of $\Gamma$:
\begin{equation}
\mathrm{Tr}\,\Gamma H=\sum_{K,L}\mathrm{Tr}(P_K\Gamma P_LH).
\end{equation}
Because $P_K=P_K^2$ and the trace is cyclic, each term equals $\mathrm{Tr}(P_K\Gamma P_L\,HP_K)$. Since $H$ commutes with $\hat N$, it commutes with $P_K$, and $P_LHP_K=HP_LP_K$ vanishes for $K\ne L$. Coherences between different electron numbers do not affect the energy. The same argument applies to $\hat N$ and to the density operator at each point.

Let $p_K=\mathrm{Tr}(P_K\Gamma)$, and for $p_K>0$ let $\Gamma_K=P_K\Gamma P_K/p_K$, a normalized state with $K$ electrons. By the variational principle within a sector, $\mathrm{Tr}\,\Gamma_KH\ge E_K$. Hence
\begin{equation}
\mathrm{Tr}\,\Gamma H=\sum_Kp_K\,\mathrm{Tr}\,\Gamma_KH\ \ge\ \sum_Kp_KE_K,
\qquad \sum_Kp_K=1,\quad \sum_KKp_K=N .
\label{reduce}
\end{equation}
If all the weight is in one sector $M$, this reduces to the ordinary variational principle. If a sector has degenerate ground states, such as spin up and spin down, any mixture of them still has energy $E_K$, so fractional spin costs nothing.

\section{The supporting line}

The straight line through the two neighbouring integer energies, continued to all $x$, is
\begin{equation}
\ell_M(x)=E_M+(x-M)\Delta_M .
\end{equation}
It satisfies $\ell_M(M)=E_M$ and $\ell_M(M+1)=E_{M+1}$. Convexity implies that no integer energy lies below it. For $K>M$, add up the steps from $M$ to $K$. There are $K-M$ of them, and none is smaller than $\Delta_M$:
\begin{equation}
E_K-E_M=\sum_{j=M}^{K-1}\Delta_j\ \ge\ (K-M)\Delta_M .
\end{equation}
For $K<M$ the steps from $K$ to $M$ are not larger than $\Delta_M$, and the minus sign reverses the inequality:
\begin{equation}
E_K-E_M=-\sum_{j=K}^{M-1}\Delta_j\ \ge\ -(M-K)\Delta_M=(K-M)\Delta_M .
\end{equation}
Both cases, and the trivial one $K=M$, read
\begin{equation}
E_K\ge\ell_M(K)\qquad\text{for all }K .
\label{support}
\end{equation}

Independent electrons give a limit in which this is visible. With spin-orbital energies $\varepsilon_1\le\varepsilon_2\le\dots$, the energy is $E_K=\varepsilon_1+\dots+\varepsilon_K$, so $\Delta_K=\varepsilon_{K+1}$. The ordering of the levels is then the convexity condition, and the kink $I_M-A_M=\varepsilon_{M+1}-\varepsilon_M$ is the gap between the highest filled and the lowest empty level.

\section{Proof of the linear law}

Let $N=M+w$ with $0\le w\le1$. Insert (\ref{support}) into (\ref{reduce}) and use both sum rules:
\begin{align}
\mathrm{Tr}\,\Gamma H
&\ge\sum_Kp_K\left[E_M+(K-M)\Delta_M\right]\nonumber\\
&=E_M\sum_Kp_K+\Delta_M\Big(\sum_KKp_K-M\sum_Kp_K\Big)\nonumber\\
&=E_M+(N-M)\Delta_M\nonumber\\
&=E_M+w(E_{M+1}-E_M)=(1-w)E_M+wE_{M+1}.
\label{lower}
\end{align}
The sums converge even with infinitely many sectors, since $\sum_KKp_K=N$ is finite.

The bound is reached. For any $\eta>0$ choose normalized states $\Gamma_M$ and $\Gamma_{M+1}$ in the two sectors with energies at most $E_M+\eta$ and $E_{M+1}+\eta$. Where ground states exist, $\eta=0$ is possible. The mixture $\Gamma=(1-w)\Gamma_M+w\Gamma_{M+1}$ has
\begin{align}
\mathrm{Tr}\,\Gamma\hat N&=(1-w)M+w(M+1)=M+w,\\
\mathrm{Tr}\,\Gamma H&\le(1-w)E_M+wE_{M+1}+\eta .
\end{align}
Since $\eta$ is arbitrary, $E(N)$ is not above the line, and by (\ref{lower}) it is not below it. This proves (\ref{claim}).

Differentiation with respect to $w$ gives the slope $\Delta_M=-A_M$ on $(M,M+1)$. The same law on the preceding segment gives $\Delta_{M-1}=-I_M$ on $(M-1,M)$. At $N=M\ge1$ the slope rises by $I_M-A_M\ge0$.

A distant pair of sites shows why fractions matter. Let one electron be shared equally by two identical, widely separated protons, with negligible interaction between the fragments. Tracing out one site leaves the other empty or singly occupied with probability $1/2$ each. Its energy is $E(1/2)=E_1/2$, and the two sites together have $E_1$, as they must. Take an approximate functional whose energy for distant fragments is the sum of the fragment energies. If its energy at $N=1/2$ is below half its energy at $N=1$, it places the split charge below the charge localized on one proton, although the two have the same exact energy. That is the energetic content of delocalization error in this limit.

\section{Which states reach the minimum}

Subtract the line from the energy of an arbitrary allowed state:
\begin{equation}
\mathrm{Tr}\,\Gamma H-\ell_M(N)=\sum_Kp_K\left(\mathrm{Tr}\,\Gamma_KH-E_K\right)+\sum_Kp_K\left[E_K-\ell_M(K)\right].
\label{excess}
\end{equation}
This holds because $\sum_Kp_K\ell_M(K)=\ell_M(N)$ for a straight line. No term is negative, so a minimizer must make each one vanish. Suppose that $\Delta_{M-1}<\Delta_M<\Delta_{M+1}$, where the first condition is absent for $M=0$. Then
\begin{align}
E_K-\ell_M(K)&=\sum_{j=M+1}^{K-1}(\Delta_j-\Delta_M)>0 && (K\ge M+2),\\
E_K-\ell_M(K)&=\sum_{j=K}^{M-1}(\Delta_M-\Delta_j)>0 && (K\le M-1).
\end{align}
Only sectors $M$ and $M+1$ can have weight, and the average number fixes $p_{M+1}=w$. If the minimum is attained, the density is $(1-w)n_M+wn_{M+1}$, where $n_M$ and $n_{M+1}$ are ground-state densities of the two sectors. With equal steps, as for the single level at $U=0$, other mixtures have the same energy.

\section{The chemical potential}

Let $\lambda(\mu)=\inf_K(E_K-\mu K)$ be the lowest value of $H-\mu\hat N$. Any allowed $\Gamma$ obeys
\begin{equation}
\mathrm{Tr}\,\Gamma H=\mathrm{Tr}\,\Gamma(H-\mu\hat N)+\mu N\ \ge\ \lambda(\mu)+\mu N .
\end{equation}
For $\mu=\Delta_M$, inequality (\ref{support}) gives $E_K-\Delta_MK\ge E_M-\Delta_MM$, so $\lambda(\Delta_M)=E_M-M\Delta_M$. The right-hand side becomes $E_M+(N-M)\Delta_M$, which is $E(N)$. Hence
\begin{equation}
E(N)=\max_\mu\left[\lambda(\mu)+\mu N\right].
\end{equation}
For $0<w<1$ the maximizing $\mu$ is unique. Indeed, $\lambda(\mu)$ is at most $E_M-\mu M$ and at most $E_{M+1}-\mu(M+1)$. Averaging these bounds with weights $1-w$ and $w$ and adding $\mu N$ gives the line. Equality needs both bounds to be met, so they must be equal, which means $\mu=\Delta_M$.

At $N=M\ge1$ a maximizing $\mu$ must satisfy $E_K-\mu K\ge E_M-\mu M$ for all $K$. The neighbours $K=M\mp1$ require $-I_M\le\mu\le-A_M$, and convexity makes this sufficient. At an integer, every $\mu$ in the interval $[-I_M,-A_M]$ is therefore a maximizer. The interval has width $I_M-A_M$ and shrinks to a point when the two steps are equal, as for the single level at $U=0$.

\section{Two interacting sites}

The steps can be checked on a Hubbard model with two sites, hopping 1, level energies $-1$ and $0$, and on-site repulsion $U=4$. Diagonalization in each sector gives
\begin{equation}
(E_0,\dots,E_4)=(0,\,-1.6180,\,-1.8595,\,1.3820,\,6.0000).
\end{equation}
The steps $-1.6180$, $-0.2415$, $3.2415$, $4.6180$ increase, so the energies are convex. At $N=1.25$ the law predicts
\begin{equation}
0.75(-1.6180)+0.25(-1.8595)=-1.6784 .
\end{equation}
The numerical check minimizes (\ref{def}) directly over density matrices of rank at most two on the 16-dimensional Fock space, without imposing number blocks. The rank restriction does not raise the minimum, since the mixture of two pure ground states reaches it. The search returns $-1.6784$, with weight $0.2500$ in the two-electron sector. The dual maximization gives $\mu=-0.2415=\Delta_1$. Four other fractional values of $N$ pass the same tests.

With $U=-4$ the energies become $(0,-1.6180,-6.4337,-6.6180,-10.0000)$. At $N=1$ the search finds $-3.2168=E_2/2$, which is $1.5988$ below $E_1$, with weights $1/2$ in sectors 0 and 2. This is the failure already seen for the single level.

\section{What one segment needs}

Convexity at every integer secures all segments at once. For a single segment $(M,M+1)$ the proof used only (\ref{support}), and that condition is also necessary. Suppose $E_L<\ell_M(L)$ for some $L$. For $N$ inside the segment, mix sector $L$ with $M$ if $L>M+1$, or with $M+1$ if $L<M$, so that the average number is $N$. The average of $\ell_M$ over this mixture is $\ell_M(N)$, but sector $L$ contributes less than $\ell_M(L)$. The energy is then below the line.

In general, (\ref{reduce}) shows that $E(N)$ is the lowest average of integer energies compatible with $N$. This is the lower convex hull of the points $(K,E_K)$.

\section{The hydrogen atom}

Full configuration interaction in the aug-cc-pVDZ basis, with nine orbitals, gives
\begin{equation}
E_0=0,\quad E_1=-0.499334,\quad E_2=-0.524029,\quad E_3=-0.253627\ \text{hartree}.
\end{equation}
The treatment is nonrelativistic with a fixed nucleus. The basis is incomplete: $E_1$ is $0.0007$ hartree above the exact value $-1/2$ of this Hamiltonian, and $E_2$ is less converged, falling to $-0.5266$ hartree in aug-cc-pVTZ and $-0.5271$ hartree in aug-cc-pVQZ. The numbers below therefore belong to this basis and not to the real atom. From aug-cc-pVDZ to aug-cc-pVQZ the affinity rises from $0.672$ to $0.740$ eV, about 10\%, the ionization energy rises from $13.588$ to $13.604$ eV, and the jump $I-A$ falls from $0.4746$ to $0.4728$ hartree. For $M=1$,
\begin{align}
I&=0-(-0.499334)=0.499334\ \text{hartree}=13.588\ \text{eV},\\
A&=-0.499334+0.524029\simeq0.0247\ \text{hartree}=0.672\ \text{eV}.
\end{align}

The basis has sectors up to 18 electrons. The larger ones were diagonalized iteratively, which gives only upper estimates of $E_K$. An iteration that misses the lowest state of one sector can make the computed sequence look non-convex. Convexity at every integer is therefore not established here, and the two segments of interest have to rest on (\ref{support}). The computed energies of all other sectors lie at least $0.474$ hartree above the line through $E_0,E_1$ and at least $0.295$ hartree above the line through $E_1,E_2$.

These margins do not hinge on the sectors beyond $K=4$. Sum the four-electron Hamiltonian over all groups of four among $K\ge4$ electrons and divide by $\binom{K-1}{3}$. Each one-electron term then has coefficient 1, and each repulsion has coefficient $\binom{K-2}{2}/\binom{K-1}{3}=3/(K-1)\le1$. Since the repulsion is nonnegative,
\begin{equation}
E_K\ \ge\ \binom{K}{4}\binom{K-1}{3}^{-1}E_4=\frac K4E_4 .
\end{equation}
The computed $E_4=0.222$ hartree also comes from the iterative solver, so this step assumes that the iteration found the lowest four-electron state. Then every $E_K$ with $K\ge4$ is positive, whereas the two lines are at $-1.997$ and $-0.573$ hartree at $K=4$ and fall further beyond, so these sectors lie higher above the lines than the quoted margins.

The ensemble energies midway along the segments are
\begin{align}
E(0.5)&=\tfrac12(0-0.499334)=-0.24967\ \text{hartree},\\
E(1.5)&=\tfrac12(-0.499334-0.524029)=-0.51168\ \text{hartree}.
\end{align}
A minimization over the weights of all 19 sectors reproduces them. Its slopes are $-0.4993$ hartree below $N=1$ and $-0.0247$ hartree above, equal to $-I$ and $-A$. The jump is $I-A=0.4746$ hartree.

Beyond $N=2$ the finite basis misleads. It gives $E_3>E_2$, but in full space a third electron can be placed far away at rest, at vanishing cost, so $E_3\le E_2$. The same argument gives $E_{M+1}\le E_M$, hence $A_M\ge0$, for any atom described without a confining basis. If the extra electron does not bind, $A_M=0$, and where (\ref{support}) holds for this $M$ the segment above $M$ is flat.

\section*{Table of computed values}
\begin{verbatim}
Two-site Hubbard model, energies in units of the hopping
levels left -1.0, right 0.0; U = 4.0
E_K, K=0..4: 0.000000 -1.618034 -1.859523 1.381966 6.000000
N, direct minimum, straight line, dual mu, weight of upper sector
0.30  -0.485410  -0.485410  -1.618034  0.3000
1.25  -1.678406  -1.678406  -0.241489  0.2500
1.75  -1.799151  -1.799151  -0.241489  0.7500
2.50  -0.238779  -0.238779  3.241489  0.5000
3.60  4.152786  4.152786  4.618034  0.6000
Attractive case U = -4.0, same levels and hopping
E_K, K=0..4: 0.000000 -1.618034 -6.433665 -6.618034 -10.000000
ensemble minimum at N=1: -3.216832; convex hull: -3.216832
its sector weights, K=0..4: 0.5000 0.0000 0.5000 0.0000 0.0000
Hydrogen atom, full CI, aug-cc-pvdz, 9 orbitals, hartree
E_0 = 0.000000 hartree
E_1 = -0.499334 hartree
E_2 = -0.524029 hartree
E_3 = -0.253627 hartree
E_4 = 0.222053 hartree
E_5 = 1.196968 hartree
smallest second difference, all sectors: -0.025442 hartree at K = 8
smallest height above line 0-1: 0.474640 hartree
smallest height above line 1-2: 0.295096 hartree
I = 0.499334 hartree = 13.588 eV
A = 0.024694 hartree = 0.672 eV
slope jump I - A = 0.474640 hartree
N, ensemble minimum (hartree), weights of K=0,1,2
0.25  -0.124834  0.75 0.25 0.00
0.50  -0.249667  0.50 0.50 0.00
0.75  -0.374501  0.25 0.75 0.00
1.00  -0.499334  0.00 1.00 0.00
1.25  -0.505508  0.00 0.75 0.25
1.50  -0.511681  0.00 0.50 0.50
1.75  -0.517855  0.00 0.25 0.75
slope from N=0.4 to 0.9: -0.499334 hartree
slope from N=1.1 to 1.6: -0.024694 hartree
\end{verbatim}
